\section*{Thermal Wandering of a Surface Step Pinned at Two Points, part 1}

(Sections cited here and not found follow in the second part.)

\section{The pinned step: theorem and proof}

\subsection{A step with one movable point}

A step on a crystal surface is held at two points a distance $L$ apart. Let $y$ run along the straight line between these pins, and let $x$ be the displacement of the step at right angles to it, within the surface. Suppose first that the step can move at its midpoint alone, so that it consists of two straight halves meeting at displacement $u$. Let a small slope $x'=dx/dy$ cost the energy $\tfrac12 s\,x'^2$ per unit length, where $s$ is the stiffness, an energy per length.

Each half has length $L/2$ and slope of magnitude $u/(L/2)=2u/L$. The energy of both halves is
\begin{equation}
E(u)=2\times\frac{s}{2}\left(\frac{2u}{L}\right)^2\frac{L}{2}
=\frac{2s}{L}u^2=\frac12\,\frac{4s}{L}\,u^2 .
\label{eq:toy}
\end{equation}
The midpoint is therefore tied to the line by a spring of constant $4s/L$. At temperature $T$, with $k$ the Boltzmann constant, the probability of $u$ is proportional to $e^{-E(u)/kT}$. For a weight $e^{-\lambda u^2}$ the normalizing integral is $\sqrt{\pi/\lambda}$, so
\begin{equation}
\langle u^2\rangle=-\frac{d}{d\lambda}\ln\sqrt{\frac{\pi}{\lambda}}=\frac{1}{2\lambda}.
\label{eq:gauss}
\end{equation}
Here $\lambda=2s/(LkT)$, and hence $\langle u^2\rangle=kTL/(4s)$.

A real step bends everywhere. One might expect the additional freedom to change the midpoint variance, but for an energy that depends on the slope alone, and quadratically, it does not. The theorem below states this, and Lemma 3 gives the reason.

\subsection{The energy of a nearly straight step}

Let $\beta(\theta)$ be the free energy per unit length of a long straight step whose direction makes the angle $\theta$ with the $y$ axis. It is a free energy because the atomic-scale kinks have already been summed over. The step is taken to have no overhangs, so that $x(y)$ is single-valued. With $p=x'=\tan\theta$, an element $dy$ contains the step length $\sqrt{1+p^2}\,dy$, and the free energy per length along $y$ is
\begin{equation}
f(p)=\beta(\arctan p)\sqrt{1+p^2}.
\label{eq:f}
\end{equation}

\paragraph{Lemma 1 (stiffness).} If $\beta$ is twice differentiable, then
\begin{equation}
f''(p)=\frac{\beta(\theta)+\beta''(\theta)}{(1+p^2)^{3/2}},\qquad
f''(0)=\beta(0)+\beta''(0)\equiv s .
\label{eq:stiff}
\end{equation}

\paragraph{Proof.} Since $d\theta/dp=1/(1+p^2)$, the product rule gives
\begin{equation}
f'(p)=\frac{\beta'}{1+p^2}\sqrt{1+p^2}+\frac{\beta p}{\sqrt{1+p^2}}
=\frac{\beta'+p\beta}{\sqrt{1+p^2}} .
\end{equation}
The derivative of the numerator is $\beta''/(1+p^2)+\beta+p\beta'/(1+p^2)$, and that of $(1+p^2)^{-1/2}$ is $-p(1+p^2)^{-3/2}$. Over the common denominator,
\begin{equation}
f''(p)=\frac{\beta''+(1+p^2)\beta+p\beta'-p\beta'-p^2\beta}{(1+p^2)^{3/2}}
=\frac{\beta+\beta''}{(1+p^2)^{3/2}} .
\end{equation}
Setting $p=0$ gives the second statement. $\square$

The term $\beta$ in $s$ is the cost of the extra length of a bent step. The term $\beta''$ is the cost of turning it towards other crystal directions. Both have the same units, and for a step along a close-packed direction the second can dominate.

To second order in the slope,
\begin{equation}
\int_0^L f(x')\,dy=\beta(0)L+\beta'(0)\int_0^L x'\,dy+\frac{s}{2}\int_0^L x'^2\,dy+\dots
\end{equation}
The first term is the same for all shapes. The second equals $\beta'(0)[x(L)-x(0)]$, which vanishes because both pins lie at $x=0$. The energy that governs the fluctuations is thus
\begin{equation}
E[x]=\frac{s}{2}\int_0^L x'^2\,dy,\qquad x(0)=x(L)=0 .
\label{eq:E}
\end{equation}

\subsection{Assumptions and theorem}

The assumptions are as follows.
\begin{enumerate}
\item The stiffness $s$ is positive, uniform along the step, and taken at the temperature in question.
\item The slopes, averaged over lengths that contain many kinks, are small enough for (\ref{eq:E}) to hold.
\item No other step is near enough to matter.
\item The step exchanges atoms freely with the terraces, so the area that it sweeps is not constrained.
\item The average $\langle\cdot\rangle$ is over thermal equilibrium.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions, for $0\le y\le y'\le L$,
\begin{equation}
\langle x(y)x(y')\rangle=\frac{kT}{s}\,G(y,y'),\qquad G(y,y')=\frac{y(L-y')}{L},
\label{eq:cov}
\end{equation}
with $G(y',y)=G(y,y')$. In particular,
\begin{equation}
\langle x(y)^2\rangle=\frac{kT}{s}\,\frac{y(L-y)}{L},\qquad
\langle x(L/2)^2\rangle=\frac{kTL}{4s}.
\label{eq:main}
\end{equation}

\subsection{Proof by sine modes}

\paragraph{Lemma 2 (independent modes).} Write
$x(y)=\sum_{n=1}^{M}a_n\sin(n\pi y/L)$, which satisfies both pinning conditions. Then
\begin{equation}
E=\sum_{n=1}^{M}\frac{s\pi^2n^2}{4L}\,a_n^2,\qquad
\langle a_na_m\rangle=\delta_{nm}\,\frac{2kTL}{s\pi^2n^2}.
\label{eq:modes}
\end{equation}

\paragraph{Proof.} The slope is $x'=\sum_n a_n(n\pi/L)\cos(n\pi y/L)$. The product of two cosines is
\begin{equation}
\cos\frac{n\pi y}{L}\cos\frac{m\pi y}{L}
=\frac12\cos\frac{(n-m)\pi y}{L}+\frac12\cos\frac{(n+m)\pi y}{L}.
\end{equation}
A cosine with a nonzero whole number of half-periods in $[0,L]$ integrates to zero. The integral of the product is therefore $L/2$ for $n=m$ and zero otherwise, so
\begin{equation}
E=\frac{s}{2}\sum_n a_n^2\,\frac{n^2\pi^2}{L^2}\,\frac{L}{2}
=\sum_n\frac{s\pi^2n^2}{4L}a_n^2 .
\end{equation}
The displacements depend linearly on the amplitudes, so the Jacobian is constant and the Boltzmann weight is a product of independent Gaussians. Equation (\ref{eq:gauss}) with $\lambda=s\pi^2n^2/(4LkT)$ gives $\langle a_n^2\rangle=1/(2\lambda)=2kTL/(s\pi^2n^2)$. Different amplitudes are independent with zero mean, so their products average to zero. $\square$

\paragraph{Proof of the theorem.} By Lemma 2, as $M\to\infty$,
\begin{equation}
\langle x(y)x(y')\rangle=\frac{kT}{s}\sum_{n=1}^{\infty}\frac{2L}{\pi^2n^2}
\sin\frac{n\pi y}{L}\sin\frac{n\pi y'}{L}.
\label{eq:series}
\end{equation}
The series converges absolutely because its terms fall as $1/n^2$. It remains to show that it is the sine series of $G$. Fix $y'$ and put $Q=n\pi/L$. As a function of $y$, $G$ vanishes at both ends, has slope $1-y'/L$ for $y<y'$ and slope $-y'/L$ for $y>y'$. One integration by parts, whose boundary terms vanish, gives
\begin{align}
\int_0^L G\sin Qy\,dy
&=\frac1Q\left[\left(1-\frac{y'}{L}\right)\int_0^{y'}\cos Qy\,dy
-\frac{y'}{L}\int_{y'}^{L}\cos Qy\,dy\right]\nonumber\\
&=\frac{1}{Q^2}\left[\left(1-\frac{y'}{L}\right)+\frac{y'}{L}\right]\sin Qy'
=\frac{L^2}{n^2\pi^2}\sin\frac{n\pi y'}{L}.
\end{align}
The second line uses $\sin QL=\sin n\pi=0$. The sine coefficient is $2/L$ times this integral, namely $(2L/\pi^2n^2)\sin(n\pi y'/L)$, as in (\ref{eq:series}). Since $G$ is continuous and piecewise linear, its sine series converges to it. This proves (\ref{eq:cov}), and $y=y'$ gives (\ref{eq:main}). $\square$

\paragraph{Remark (which modes matter).} At $y=y'=L/2$ the squared sine is one for odd $n$ and zero for even $n$. Since the sum must equal $G=L/4$, it follows that $\sum_{n\,\rm odd}1/n^2=\pi^2/8$. The mode $n=1$ thus carries the share $8/\pi^2$, or 81\%, of the midpoint variance. Most of the wandering at the midpoint is a single bow between the pins.

\subsection{Why one movable point suffices}

\paragraph{Lemma 3 (decoupling).} Let $t(y)$ be the tent function that rises linearly from 0 at $y=0$ to 1 at $y=L/2$ and falls linearly to 0 at $y=L$. Write $x(y)=u\,t(y)+r(y)$ with $u=x(L/2)$. Then
\begin{equation}
E[x]=\frac{2s}{L}u^2+\frac{s}{2}\int_0^L r'^2\,dy .
\end{equation}

\paragraph{Proof.} The remainder $r$ vanishes at $0$, $L/2$ and $L$. The slope of $t$ is $2/L$ on the first half and $-2/L$ on the second, so the cross term is
\begin{equation}
s u\int_0^L t'r'\,dy
=\frac{2su}{L}\left\{\left[r\right]_0^{L/2}-\left[r\right]_{L/2}^{L}\right\}=0 .
\end{equation}
The energy of $u\,t$ was found in (\ref{eq:toy}). $\square$

The wriggles of the two halves therefore contribute a factor to the partition function that does not depend on $u$. They neither soften nor stiffen the midpoint spring. The same argument with the kink of the tent at $y$ gives two springs, $s/y$ and $s/(L-y)$, acting side by side:
\begin{equation}
\frac{s}{y}+\frac{s}{L-y}=\frac{sL}{y(L-y)} .
\end{equation}
Dividing $kT$ by this constant reproduces the profile in (\ref{eq:main}). If the pin at $L$ is removed and $\beta'(0)=0$, so that the free end is not pulled sideways, the second spring is absent and the variance at $L/2$ is $kTL/(2s)$. The second pin halves it.

\paragraph{Remark (pins that are not level).} Let the line between the pins have slope $m$, and let $r$ be the displacement from it along $x$. Then $f(m+r')=f(m)+f'(m)r'+\tfrac12f''(m)r'^2+\dots$, and the linear term again integrates to zero. The theorem holds for $r$ with $s$ replaced by $f''(m)$ from Lemma 1.

\paragraph{Remark (a uniform push).} A small supersaturation favours the advance of the step and adds $-F\int x\,dy$ to the energy, with $F$ a constant force per length. The energy is least for $s x''=-F$, which with the pins gives $\bar x=F y(L-y)/(2s)$. Writing $x=\bar x+r$ removes the terms linear in $r$, and the quadratic part is unchanged. The mean shape bows out by $FL^2/(8s)$ at the midpoint, while the variance about it stays $kTL/(4s)$. This requires local equilibrium and a largest mean slope $FL/(2s)$ small enough for (\ref{eq:E}) to hold. When kinks are rare, this limit lies far below one.

\subsection{A step on silicon}

Take a step on Si(111) at 1173 K, held by two immobile defects 200 nm apart. The stiffness is set to 0.30 eV/nm, a rough typical value. With $kT=0.1011$ eV the length $kT/s$ is 0.337 nm, and
\begin{equation}
\langle x(L/2)^2\rangle=\frac{0.337\times200}{4}\ \mathrm{nm^2}\approx16.85\ \mathrm{nm^2}.
\end{equation}
The root-mean-square (rms) displacement is 4.1 nm. The midpoint spring constant is $4\times0.30/200=0.0060$ eV/nm$^2$. At a quarter of the way the variance is three quarters as large, 12.6 nm$^2$. In view of the rough stiffness, the result is about 17 nm$^2$. Further digits are kept for comparison with the corrections.

\subsection{How small are the slopes?}

Let the slope be averaged over a length $\ell$, from $y_1$ to $y_2=y_1+\ell$. From (\ref{eq:cov}),
\begin{align}
\langle[x(y_2)-x(y_1)]^2\rangle
&=\frac{kT}{sL}\left[y_2(L-y_2)+y_1(L-y_1)-2y_1(L-y_2)\right]\nonumber\\
&=\frac{kT}{sL}\left[L(y_2-y_1)-(y_2-y_1)^2\right]=\frac{kT}{s}\,\ell\left(1-\frac{\ell}{L}\right).
\end{align}
Division by $\ell^2$ gives the mean-square slope
\begin{equation}
\langle p_\ell^2\rangle=\frac{kT}{s\ell}\left(1-\frac{\ell}{L}\right).
\label{eq:slope}
\end{equation}
It grows without limit as $\ell\to0$. In the example the rms slope is 0.18 over 10 nm, which is small, but 0.94 over one lattice spacing of 0.384 nm, which is not. Equation (\ref{eq:E}) cannot be read as the energy of individual atomic segments. It is the free energy of sections long enough to contain many kinks and to have small average slopes, and whether this reading gives the right midpoint variance has to be tested on a step made of discrete kinks.

\section{Atomic kinks, conserved area and neighbouring steps}

\subsection{Symbols and results carried over}

The step has displacement $x(y)$, is pinned at $x(0)=x(L)=0$, and has stiffness $s=f''(0)$, where $f(p)$ is its free energy per length along $y$ at slope $p$. In the quadratic approximation the energy is $\tfrac{s}{2}\int x'^2dy$, and the covariance is $\langle x(y)x(y')\rangle=(kT/s)G(y,y')$ with $G=y(L-y')/L$ for $y\le y'$. The midpoint variance is $kTL/(4s)$. The example has $T=1173$ K, $kT=0.1011$ eV, $s=0.30$ eV/nm and $L=200$ nm, which gives 16.85 nm$^2$. Percentage changes below are relative to the continuum result with the same $s$ and $T$, unless stated otherwise.

For an isolated step whose swept area is not constrained, the small-slope energy gives a midpoint variance of $kTL/(4s)$. It remains to test this result on a step made of discrete kinks, and to find how conserved area and neighbouring steps change it.

Numbers in the example were calculated in double precision.
